# The Gerasimov–Drell–Hearn integral for tree-level Compton scattering on an electron

## Problem

A circularly polarized photon of energy \(\omega\) and helicity \(\lambda=\pm1\) meets a free electron at rest, whose spin points along or against the beam. Let \(\sigma_{3/2}\) and \(\sigma_{1/2}\) be the total cross sections for photon and electron spins parallel and antiparallel, and let \(\Delta\sigma=\sigma_{3/2}-\sigma_{1/2}\).

1. Relate \(I=\int_0^\infty \Delta\sigma\,d\omega/\omega\) to the anomalous moment \(\kappa=(g-2)/2\), and find what the relation demands at the lowest order in \(\alpha\).
2. Derive the polarized cross section from the two tree diagrams.
3. Evaluate \(I\) with it.
4. Find how the integral builds up with photon energy, and give numbers for the electron.

Atomic units are used, so \(c=1/\alpha\), the rest energy is \(c^2\) and \(r_e=1/c^2\). Put \(w=\omega/c^2\), \(x=2w\), \(z=\cos\theta\). Primes mark the final state. Four-momenta are in units of \(mc\), so \(p=(1,\mathbf 0)\), \(\mathbf k=w\mathbf n\), \(\mathbf k'=w'\mathbf n'\).

## Solution

### 1. What the sum rule demands

Take \(\not a=a^0\gamma^0-\mathbf a\cdot\boldsymbol\gamma\), the Dirac representation, \(\bar uu=2\), and polarization vectors without time component. The tree amplitude is \(M=-4\pi\alpha A\) with

\[
A=\bar u'\left[V'\frac{\not p+\not k+1}{2w}V+V\frac{\not p-\not k'+1}{-2w'}V'\right]u .
\]

The Pauli coupling \(\tfrac{\kappa}{2}i\sigma^{\mu\nu}q_\nu\), with \(q\) the absorbed momentum, gives \(V=\not\epsilon+\frac{\kappa}{2}\not k\not\epsilon\) and \(V'=\not\epsilon'^*+\frac{\kappa}{2}\not\epsilon'^*\not k'\).

In the forward direction \(k'=k\) and the final electron is at rest. Two facts simplify \(A\): \((\not p+1)\not\epsilon u=\not\epsilon(1-\not p)u=0\), likewise for \(\epsilon'^*\) and on the left, and \(\not k\not k=0\).

- Order \(\kappa^0\): \((\not\epsilon'^*\not k\not\epsilon+\not\epsilon\not k\not\epsilon'^*)/2w=-\not k\{\not\epsilon'^*,\not\epsilon\}/2w=\not k\,\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon/w\). Since \(\bar u\not ku=2w\), this gives \(2\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\).
- Order \(\kappa\): every term contains one of the vanishing products.
- Order \(\kappa^2\): \(\not k\not p\not k=2w\not k\) leaves \(\frac{\kappa^2}{4}(\not\epsilon'^*\not k\not\epsilon-\not\epsilon\not k\not\epsilon'^*)=-\frac{\kappa^2}{4}\not k[\not\epsilon'^*,\not\epsilon]\). The commutator is \(-2i\boldsymbol\sigma\cdot(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)\), so the result is \(\kappa^2w\,i\boldsymbol\sigma\cdot(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)\).

The scattering amplitude is \(f=-\tfrac12r_eA\) (the normalization follows from part 2). Writing \(f=f_1\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon+if_2\boldsymbol\sigma\cdot(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)\),

\[
f_1=-\frac1{c^2},\qquad f_2=-\frac{\kappa^2\omega}{2c^4}.
\]

Two assumptions now enter. The low-energy theorem says that the slope of \(f_2\) at \(\omega=0\) keeps this form when \(\kappa\) is the physical moment. The second assumption is that \(f_2/\omega\) is analytic in the upper half-plane and vanishes at infinity.

Crossing exchanges \(\boldsymbol\epsilon\) with \(\boldsymbol\epsilon'^*\) and reverses \(\omega\), so, for the amplitude continued from the upper half-plane, \(f_2(-\omega^*)=-f_2(\omega)^*\): on the real axis \(\mathrm{Re}f_2\) is odd and \(\mathrm{Im}f_2\) is even. Cauchy's theorem for \(f_2/\omega\), whose imaginary part is odd, then gives \(f_2'(0)=\frac2\pi\int_0^\infty \mathrm{Im}f_2\,d\omega/\omega^2\). Because \(\boldsymbol\epsilon^*\times\boldsymbol\epsilon=i\lambda\mathbf n\), we have \(f_{3/2}=f_1-f_2\) and \(f_{1/2}=f_1+f_2\). The optical theorem \(\mathrm{Im}f=\omega\sigma/4\pi c\) yields \(\mathrm{Im}f_2=-\omega\Delta\sigma/8\pi c\). Hence

\[
-\frac{\kappa^2}{2c^4}=-\frac{1}{4\pi^2c}\int_0^\infty\frac{d\omega}{\omega}\Delta\sigma
\quad\Longrightarrow\quad I=\frac{2\pi^2\kappa^2}{c^3}.
\]

To count orders, hold the Compton length \(1/c\) (in bohr) fixed as the unit. The right side is \(2\pi^2\alpha\kappa^2\) and the left side starts at \(\alpha^2\). A part of \(\kappa\) of order \(\alpha^0\) would leave an unmatched term of order \(\alpha\), so \(g=2\) is the only tree-level value compatible with the two assumptions. This does not prove \(g=2\): with a point Pauli term such as \(\kappa=1\), the tree \(\Delta\sigma\) tends to a constant at high energy, \(I\) diverges, and the second assumption fails. Radiative corrections make \(\kappa\) of order \(\alpha\), and the right side then starts at \(\alpha^3\). The \(\alpha^2\) part of the left side is tree Compton scattering; double Compton scattering and pair production cost another factor \(\alpha\). Its integral must therefore vanish. The calculation below uses neither assumption.

### 2. The polarized cross section

**Normalization.** In units \(\hbar=m=c=1\), flux and phase space give

\[
d\sigma=\frac{|M|^2}{4w}\,\frac{w'\,dw'\,d\Omega}{16\pi^2E'}\,\delta(1+w-w'-E').
\]

The derivative of \(w'+E'\) with respect to \(w'\) is \([E'+w'-wz]/E'=u/E'\), where \(u=1+w(1-z)\). Energy-momentum conservation gives \(w-w'=ww'(1-z)\), so \(u=w/w'\). Therefore \(d\sigma/d\Omega=|M|^2/64\pi^2u^2=r_e^2|A|^2/4u^2\).

**Two-component form.** For \(\kappa=0\) the \(\not p+1\) terms drop out again, and moving \(\not k,\not k'\) to the right gives

\[
A=-\tfrac12\bar u'\left[\not\epsilon'^*\not\epsilon\not n+\not\epsilon\not\epsilon'^*\not n'\right]u,\qquad \not n=\gamma^0-\mathbf n\cdot\boldsymbol\gamma .
\]

With the initial spinor \(u=\sqrt2(\chi,0)\) (not to be confused with the ratio \(u=w/w'\)), \(\not nu=\sqrt2(\chi,\boldsymbol\sigma\cdot\mathbf n\chi)\) and \(\not\epsilon'^*\not\epsilon=-(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\boldsymbol\epsilon)\), this is \(A=\bar u'(a,b)/\sqrt2\), where \(a=2d\chi\), \(d=\boldsymbol\epsilon'^*\!\cdot\boldsymbol\epsilon\), and

\[
b=\left[(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\boldsymbol\epsilon)(\boldsymbol\sigma\cdot\mathbf n)+(\boldsymbol\sigma\cdot\boldsymbol\epsilon)(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\mathbf n')\right]\chi .
\]

Circular polarization obeys \((\boldsymbol\sigma\cdot\boldsymbol\epsilon)(\boldsymbol\sigma\cdot\mathbf n)=-\lambda\boldsymbol\sigma\cdot\boldsymbol\epsilon\) and \((\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\mathbf n')=\lambda'\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*\). With \(\mathbf C=\boldsymbol\epsilon'^*\times\boldsymbol\epsilon\),

\[
b=\left[(\lambda'-\lambda)d-i(\lambda+\lambda')\boldsymbol\sigma\cdot\mathbf C\right]\chi .
\]

Summing over the final spin with \(\sum u'\bar u'=\not p'+1\) gives \(\sum|A|^2=T/2\), where

\[
T=(E'+1)|a|^2+(E'-1)|b|^2-2\,\mathrm{Re}\,a^\dagger\boldsymbol\sigma\cdot\mathbf p'\,b .
\]

Let \(\mathbf s=\chi^\dagger\boldsymbol\sigma\chi\), \(\delta=w-w'=E'-1\), \(\mathbf p'=\mathbf k-\mathbf k'\). Choose \(\boldsymbol\epsilon=(1,i\lambda,0)/\sqrt2\), \(\boldsymbol\epsilon'=(z,i\lambda',-\sin\theta)/\sqrt2\), \(\mathbf n'=(\sin\theta,0,z)\); then \(d=(z+\lambda\lambda')/2\).

**Helicity reversed**, \(\lambda'=-\lambda\). Here \(b=-2\lambda d\chi\) and \(|d|^2=(1-z)^2/4\), so

\[
T_-=8|d|^2(E'+\lambda\mathbf s\cdot\mathbf p')=2(1-z)^2\left[1+\delta+\lambda\mathbf s\cdot(\mathbf k-\mathbf k')\right].
\]

**Helicity kept**, \(\lambda'=\lambda\). Now \(a=(1+z)\chi\). The components give \(\mathbf C=\frac{i\lambda}{2}\mathbf v\) with \(\mathbf v=\mathbf n+\mathbf n'+i\lambda\,\mathbf n\times\mathbf n'\), so \(b=\boldsymbol\sigma\cdot\mathbf v\chi\). Using \((\mathbf n+\mathbf n')\times(\mathbf n\times\mathbf n')=(1+z)(\mathbf n-\mathbf n')\),

\[
|b|^2=|\mathbf v|^2+i\mathbf s\cdot(\mathbf v^*\times\mathbf v)=(1+z)\left[3-z-2\lambda\mathbf s\cdot(\mathbf n-\mathbf n')\right].
\]

The interference term needs \(\mathbf p'\cdot(\mathbf n+\mathbf n')=\delta(1+z)\) and \(\mathbf p'\times(\mathbf n\times\mathbf n')=\mathbf n(wz-w')-\mathbf n'(w-w'z)\):

\[
\mathrm{Re}\,a^\dagger\boldsymbol\sigma\cdot\mathbf p'b=(1+z)\left\{\delta(1+z)-\lambda\mathbf s\cdot[\mathbf n(wz-w')-\mathbf n'(w-w'z)]\right\}.
\]

In \(T_+\), the spin-independent part is \((2+\delta)(1+z)^2+\delta(1+z)(3-z)-2\delta(1+z)^2=2(1+z)^2+2\delta(1-z^2)\). In the spin part the coefficient of \(\mathbf n\) is \(2(1+z)(-\delta+wz-w')=-2(1-z^2)w\), and that of \(\mathbf n'\) is \(2(1+z)(\delta-w+w'z)=-2(1-z^2)w'\). Thus

\[
T_+=2(1+z)^2+2(1-z^2)\left[\delta-\lambda\mathbf s\cdot(\mathbf k+\mathbf k')\right].
\]

**Sum.** Since \(d\sigma/d\Omega=r_e^2(T_++T_-)/8u^2\),

\[
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2u^2}\left[1+z^2+\delta(1-z)-\lambda(1-z)\,\mathbf s\cdot(z\mathbf k+\mathbf k')\right].
\]

For \(w\to0\) this is the Thomson result \(\frac12r_e^2(1+z^2)\). For spin along the beam, \(\lambda\mathbf s\cdot(z\mathbf k+\mathbf k')=\pm z(w+w')\), with the upper sign for parallel spins. Substituting \(1-z=(u-1)/w\) and \(w'=w/u\),

\[
\frac{d\Delta\sigma}{d\Omega}=-\frac{r_e^2}{u^2}z(1-z)(w+w')=-r_e^2\,z\,\frac{u^2-1}{u^3}.
\]

### 3. The integral

Do the energy integral first, at fixed angle. There \(u-1\) is proportional to \(\omega\), so \(d\omega/\omega=du/(u-1)\) and

\[
\int_0^\infty\frac{d\omega}{\omega}\frac{d\Delta\sigma}{d\Omega}=-r_e^2z\int_1^\infty\frac{u+1}{u^3}\,du=-\frac32\,r_e^2\cos\theta .
\]

The photon energy scale at which each angle contributes depends on \(\theta\), but the logarithmic measure removes that scale. Integrating over directions,

\[
I=-3\pi r_e^2\int_{-1}^1z\,dz=0 .
\]

The interchange of integrations is allowed because the integral of the absolute value is finite, \(3\pi r_e^2\). The direction \(z=1\), where \(u=1\) at every energy, has zero measure. The forward hemisphere contributes \(-\frac{3\pi}{2}r_e^2\) and the backward hemisphere \(+\frac{3\pi}{2}r_e^2\).

This is the value demanded in part 1. It does not say that the full \(\kappa\) vanishes: a radiative \(\kappa\) enters the sum rule at the next order.

### 4. How the integral builds up

Stop the energy integral at \(x\). At fixed angle, \(\frac32\) is replaced by \(\frac32-\frac1u-\frac1{2u^2}\), and the constant again drops out of the angular integral. With \(z=1-2(u-1)/x\) the remainder is

\[
J(x)=\frac{4\pi r_e^2}{x}\int_1^{1+x}\left[1-\frac{2(u-1)}x\right]\left(\frac1u+\frac1{2u^2}\right)du .
\]

The two pieces needed, with \(L=\ln(1+x)\), are

\[
\int_1^{1+x}\!\left(\frac1u+\frac1{2u^2}\right)du=L+\frac{x}{2(1+x)},
\]
\[
\int_1^{1+x}\!(u-1)\left(\frac1u+\frac1{2u^2}\right)du=x-\frac L2-\frac{x}{2(1+x)} .
\]

Combining them,

\[
J(x)=4\pi r_e^2\left[\frac{(1+x)L}{x^2}-\frac1x-\frac1{2(1+x)}\right].
\]

Since \(dJ=\Delta\sigma\,dx/x\), differentiation gives the total difference:

\[
\Delta\sigma=x\frac{dJ}{dx}=-\frac{4\pi r_e^2}{x}\left[\left(1+\frac2x\right)L-\frac52+\frac1{1+x}-\frac1{2(1+x)^2}\right].
\]

**Low energy.** From \((1+x)L=x+\frac{x^2}2-\frac{x^3}6+\dots\), both \(J\) and \(\Delta\sigma\) tend to \(\frac{4\pi}3r_e^2x\). The integrand \(\Delta\sigma/\omega\) is therefore finite at \(\omega=0\). Here \((u^2-1)/u^3\approx x(1-z)\) favours backward angles, where \(-z>0\), so parallel spins scatter more.

**High energy.** \(\Delta\sigma\to-4\pi r_e^2(\ln x-\frac52)/x\) and \(J\to4\pi r_e^2(\ln x-\frac32)/x\). For large \(u\), \((u^2-1)/u^3\approx1/u\) suppresses backward angles; the forward ones dominate and antiparallel spins scatter more. The integral closes only as \(\ln x/x\), so a finite upper limit leaves a positive remainder.

**Numbers for the electron.** The bracket in \(\Delta\sigma\) vanishes at \(x=2.502\), which corresponds to

\[
\omega_0=\tfrac12(2.50234)(510999\ \text{eV})=6.393\times10^5\ \text{eV}\quad(2.350\times10^4\ \text{hartree}).
\]

The positive area collected up to \(\omega_0\) is \(J=1.994\,r_e^2\). With \(r_e^2=7.941\times10^{-10}\) Å\(^2\) this is \(1.584\times10^{-9}\) Å\(^2\), or \(5.655\times10^{-9}\) bohr\(^2\). Quadrature above \(\omega_0\) gives \(-1.584\times10^{-9}\) Å\(^2\), which cancels it. The hemispheres of the electron's rest frame contribute \(\mp3.742\times10^{-9}\) Å\(^2\), so in this frame the cancellation between angles is larger than that between energies. The size of the hemisphere contributions depends on the frame in which the angle is measured.

The difference peaks at \(5.64\times10^{-10}\) Å\(^2\) near \(1.34\times10^5\) eV and is lowest, \(-4.71\times10^{-10}\) Å\(^2\), near \(3.23\times10^6\) eV. The running integral shows the slow closure:

| \(\omega\) (eV) | \(\Delta\sigma\) (Å\(^2\)) | \(J\) (Å\(^2\)) |
|---|---|---|
| \(10^5\) | \(5.46\times10^{-10}\) | \(8.56\times10^{-10}\) |
| \(10^6\) | \(-2.25\times10^{-10}\) | \(1.53\times10^{-9}\) |
| \(10^7\) | \(-3.58\times10^{-10}\) | \(5.86\times10^{-10}\) |
| \(10^9\) | \(-1.47\times10^{-11}\) | \(1.73\times10^{-11}\) |
| \(10^{10}\) | \(-2.06\times10^{-12}\) | \(2.31\times10^{-12}\) |

At \(10^9\) eV about 1.1% of the positive lobe is still uncancelled.

For the size of the next order, insert the one-loop value \(\kappa=\alpha/2\pi=1.161\times10^{-3}\). The right side of the sum rule becomes \(\frac12\alpha r_e^2=2.90\times10^{-12}\) Å\(^2\), or 0.18% of the positive lobe. This is comparable with the tree remainder at \(10^{10}\) eV. A test of the sum rule at that order would need the tree tail well beyond this energy, together with the radiative corrections, double Compton scattering and pair production omitted here.

The numerical output below includes an evaluation with the photon energy integrated last, between \(x=10^{-8}\) and \(10^{10}\). Its value, \(-1.5\times10^{-8}\,r_e^2\), is minus the contribution of the omitted ends, and agrees with the two limiting forms of \(J\): \(J(10^{10})-J(10^{-8})\approx(2.7-4.2)\times10^{-8}\,r_e^2\).

## Calculated quantities

```
electron rest energy = 510999.0 eV
classical electron radius r_e = 2.817940e-05 angstrom
r_e squared = 7.94079e-10 angstrom^2
sign change: x = 2.50234 (dimensionless)
sign change: photon energy = 639345.3 eV
sign change: photon energy = 23495.5 hartree
largest delta: photon energy = 1.3365e+05 eV
largest delta = 5.6387e-10 angstrom^2
lowest delta: photon energy = 3.2279e+06 eV
lowest delta = -4.7137e-10 angstrom^2
positive lobe, quadrature = 1.58352e-09 angstrom^2
negative lobe, quadrature = -1.58352e-09 angstrom^2
positive lobe = 5.65485e-09 bohr^2
positive lobe / r_e^2 = 1.99416 (dimensionless)
forward hemisphere = -3.74201e-09 angstrom^2
backward hemisphere = 3.74201e-09 angstrom^2
energy-last integral / r_e^2 = -1.5e-08 (x 1e-8 to 1e10)
|angle-last integral| / r_e^2 below 1e-6: True
one-loop kappa = 1.161410e-03 (dimensionless)
right side with one-loop kappa = 2.8973e-12 angstrom^2
its ratio to the positive lobe = 1.830e-03
photon energy (eV), delta (angstrom^2), running (angstrom^2):
1e+04   1.1821e-10   1.2407e-10
1e+05   5.4593e-10   8.5613e-10
1e+06  -2.2541e-10   1.5312e-09
1e+07  -3.5837e-10   5.8618e-10
1e+08  -8.9370e-11   1.1444e-10
1e+09  -1.4729e-11   1.7273e-11
1e+10  -2.0589e-12   2.3138e-12
```
